**Marcus electrode rates from Franck-Condon sums**

For vibrational quanta ω well below the thermal energy kT, the Franck-Condon rate for filling a level from a wide metal band tends to a Marcus Gaussian integrated over the Fermi function. Here Γ is the tunnelling width, λ the reorganization energy, and D the Fermi level minus the relaxed level. The program builds the overlaps by diagonalizing a displaced oscillator and asserts agreement with the characteristic function, the time-integral form and detailed balance. It also compares the golden rule with propagation of a full electron-vibration Hamiltonian at zero temperature. Further assertions cover the ω² scaling of the classical error, the lower bound on nuclear tunnelling, and currents that do not fall with bias on the scanned grid. Sums over discrete electrode levels show a saturating rate for a deep band, but an inverted region for a single level or a shallow band moving with the Fermi level. In the worked example the current reaches half its plateau near a bias of 2λ/e = 600 mV and saturates at 1.217 nA.

## Numerical check

```python
"""Marcus hopping rates at a metal electrode from Franck-Condon sums.

Result under test: for vibrational quanta omega << kT the golden-rule rate
for filling a level from a wide metal band is
  k_in(D) = Gamma * integral dx G(x) / (exp((x - D)/kT) + 1),
  G(x) = exp(-(x - lam)^2/(4 lam kT)) / sqrt(4 pi lam kT),
and it rises monotonically to Gamma: there is no inverted region.
D = Fermi level minus relaxed level, lam = reorganization energy,
Gamma = tunnelling width (hbar = 1). Energies are in meV.
Rates returned by the functions are in units of Gamma.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import bmat, csr_matrix, diags
from scipy.sparse.linalg import expm_multiply
from scipy.special import expit

TEMPERATURE = 300.0
KT = const.k * TEMPERATURE / const.e * 1e3
LAM = 300.0
OMEGA = 10.0
GAMMA = 0.01


def fc_lines(omega, lam, kT, emptying=False, size=600):
    """Vibrational energy gains and thermal Franck-Condon weights."""
    n = np.arange(size)
    coupling = omega * np.sqrt(lam / omega) * np.sqrt(n[1:])
    energy, vec = eigh_tridiagonal(omega * n, coupling)
    m = int(36 * kT / omega) + 2
    prob = np.exp(-omega * n[:m] / kT) * (1 - np.exp(-omega / kT))
    if emptying:
        weight = prob[None, :] * vec[:, :m] ** 2
        gain = omega * n[:, None] - (energy[None, :m] + lam)
    else:
        weight = prob[:, None] * vec[:m, :] ** 2
        gain = energy[None, :] + lam - omega * n[:m, None]
    index = np.rint(gain / omega).astype(int).ravel()
    low = index.min()
    total = np.bincount(index - low, weights=weight.ravel())
    x = omega * (np.arange(total.size) + low)
    keep = total > 1e-20
    return x[keep], total[keep]


def fc_rate(lines, delta, kT=KT):
    x, w = lines
    d = np.atleast_1d(np.asarray(delta, float))
    return np.array([np.sum(w * expit((v - x) / kT)) for v in d])


def gauss(x, lam=LAM, kT=KT):
    return (np.exp(-(x - lam) ** 2 / (4 * lam * kT))
            / np.sqrt(4 * np.pi * lam * kT))


def marcus_rate(delta, lam=LAM, kT=KT):
    sigma = np.sqrt(2 * lam * kT)
    x = np.linspace(lam - 12 * sigma, lam + 12 * sigma, 4001)
    d = np.atleast_1d(np.asarray(delta, float))
    g = gauss(x, lam, kT) * (x[1] - x[0])
    return np.array([np.sum(g * expit((v - x) / kT)) for v in d])


def time_rate(delta, modes, kT=KT):
    """Exact time-integral form; modes is a list of (omega, lam)."""
    t = np.linspace(-38, 38, 8001) / (np.pi * kT)
    expo = np.zeros_like(t)
    for om, la in modes:
        y = om / (2 * kT)
        expo -= la / om * (1 / np.tanh(y) - np.cos(om * t) / np.sinh(y))
    kernel = np.exp(expo) / np.cosh(np.pi * kT * t)
    integral = np.sum(np.cos(delta * t) * kernel) * (t[1] - t[0])
    return np.exp(delta / (2 * kT)) * kT / 2 * integral


def master_current(l_in, l_out, r_in, r_out):
    """Steady current from the two-state master equation."""
    mat = np.array([[-(l_in + r_in), l_out + r_out], [1.0, 1.0]])
    p0, p1 = np.linalg.solve(mat, [0.0, 1.0])
    left = l_in * p0 - l_out * p1
    right = r_out * p1 - r_in * p0
    assert abs(left - right) < 1e-12
    return left


# Golden rule against the full Hamiltonian: one electron on the level,
# empty band with a lower edge, zero temperature, omega = 1, S = 1.
width, spacing, edge, nvib, nband = 0.01, 0.05, -1.5, 10, 200
osc = np.arange(40)
_, vec = eigh_tridiagonal(1.0 * osc, np.sqrt(osc[1:]))
overlap = vec[:nvib, :nvib]
band = edge + spacing * (np.arange(nband) + 0.5)
hop = np.sqrt(width * spacing / (2 * np.pi))
block = csr_matrix(hop * np.tile(overlap, (nband, 1)))
band_diag = (band[:, None] + np.arange(nvib)[None, :]).ravel()
ham = bmat([[diags(1.0 * np.arange(nvib)), block.T],
            [block, diags(band_diag)]], format="csr")
psi = np.zeros(nvib + nband * nvib, complex)
psi[0] = 1.0
psi = expm_multiply(-20j * ham, psi)
pop_early = np.sum(abs(psi[:nvib]) ** 2)
psi = expm_multiply(-60j * ham, psi)
pop_late = np.sum(abs(psi[:nvib]) ** 2)
decay = np.log(pop_early / pop_late) / 60 / width
golden = np.exp(-1.0) * (1 + 1)   # only zero or one quantum can be left
assert abs(decay / golden - 1) < 0.03

# Thermal Franck-Condon weights against the characteristic function.
lines = fc_lines(OMEGA, LAM, KT)
assert abs(lines[1].sum() - 1) < 1e-10
bose = 1 / np.expm1(OMEGA / KT)
for t in (0.003, 0.02, 0.3):
    direct = np.sum(lines[1] * np.exp(-1j * lines[0] * t))
    ph = np.exp(-1j * OMEGA * t)
    closed = np.exp(LAM / OMEGA * ((bose + 1) * (ph - 1)
                                   + bose * (np.conj(ph) - 1)))
    assert abs(direct - closed) < 1e-9

# Emptying from its own definition: mirror relation, detailed balance.
lines_out = fc_lines(OMEGA, LAM, KT, emptying=True)
for d in (-150.0, 0.0, 80.0, 200.0):
    k_in = fc_rate(lines, d)[0]
    k_out = fc_rate(lines_out, -d)[0]
    assert abs(k_out / fc_rate(lines, -d)[0] - 1) < 1e-7
    assert abs(k_in / k_out / np.exp(d / KT) - 1) < 1e-7

# Time-integral form against explicit sums, one mode and two modes.
xa, wa = fc_lines(6.0, 100.0, KT)
xb, wb = fc_lines(14.0, 200.0, KT)
two = (np.add.outer(xa, xb).ravel(), np.outer(wa, wb).ravel())
for d in (-200.0, 0.0, 300.0, 600.0):
    one_mode = time_rate(d, [(OMEGA, LAM)])
    assert abs(one_mode - fc_rate(lines, d)[0]) < 1e-8
    two_mode = time_rate(d, [(6.0, 100.0), (14.0, 200.0)])
    assert abs(two_mode - fc_rate(two, d)[0]) < 1e-8
    assert abs(two_mode - marcus_rate(d)[0]) < 5e-3

# Classical limit: largest error falls as omega squared.
grid = np.linspace(-300, 1200, 301)
classical = marcus_rate(grid)
sets = {10.0: lines, 20.0: fc_lines(20.0, LAM, KT),
        50.0: fc_lines(50.0, LAM, KT)}
error = {om: np.max(abs(fc_rate(s, grid) - classical))
         for om, s in sets.items()}
assert 3.7 < error[20.0] / error[10.0] < 4.3

# Nuclear tunnelling at D = 0: lower bound on the enhancement.
k0 = marcus_rate(0.0)[0]
enhance, bound = {}, {}
for om, s in sets.items():
    enhance[om] = fc_rate(s, 0.0)[0] / k0
    bound[om] = np.exp(LAM / (4 * KT) - LAM / om * np.tanh(om / (4 * KT)))
    assert enhance[om] > bound[om] > 1
assert abs(np.log(bound[10.0]) / (LAM * 100 / (192 * KT**3)) - 1) < 0.03

# Half point and zero-overpotential asymptote of the classical rate.
assert abs(marcus_rate(LAM)[0] - 0.5) < 1e-10
asym = np.sqrt(np.pi * KT / (4 * LAM)) * np.exp(-LAM / (4 * KT))
assert 1 - np.pi**2 * KT / (4 * LAM) < k0 / asym < 1
big = 200 * KT
a = np.pi**2 * KT / (4 * big)
asym_big = np.sqrt(np.pi * KT / (4 * big)) * np.exp(-big / (4 * KT))
assert abs(marcus_rate(0.0, big)[0] / asym_big - (1 - a)) < 4 * a**2

# Monotone rate, also in the cold quantum case; slope peaks near lam.
cold_kT = 2.0
cold = fc_rate(fc_lines(50.0, LAM, cold_kT), grid, cold_kT)
cold_error = np.max(abs(cold - marcus_rate(grid, LAM, cold_kT)))
assert np.all(np.diff(cold) > -1e-12) and cold[-1] > 0.999
assert cold_error > 0.05
quantum = fc_rate(lines, grid)
assert np.all(np.diff(quantum) > -1e-12)
slope = np.gradient(quantum, grid)
slope_peak = grid[np.argmax(slope)]
assert abs(slope_peak - LAM) <= 5.0


# Electrode as discrete levels that move with the Fermi level.
def level_sum(delta, depth, step=2.0):
    y = np.arange(-depth + step / 2, 600.0, step)
    v_squared = step / (2 * np.pi)
    part = 2 * np.pi * v_squared * gauss(delta + y) * expit(-y / KT)
    return part.sum(), np.sum(part * y) / part.sum()


FAR, SHALLOW = 900.0, 200.0
scan = np.arange(0.0, 1201.0, 1.0)
deep = np.array([level_sum(d, 3000.0)[0] for d in scan])
shallow = np.array([level_sum(d, SHALLOW)[0] for d in scan])
single = gauss(scan)
far = int(FAR)
assert np.all(np.diff(deep) > -1e-10)
assert abs(deep[far] - fc_rate(lines, FAR)[0]) < 2e-3
assert scan[np.argmax(single)] == LAM
assert single[far] < 1e-3 * single.max()
shallow_peak = scan[np.argmax(shallow)]
assert abs(shallow_peak - (LAM + SHALLOW / 2)) < 10
assert shallow[far] < 0.05 * shallow.max()
source = level_sum(FAR, 3000.0)[1]
assert abs(source + FAR - LAM) < 2

# Current: unequal couplings, offset level, level moving with bias.
gl, gr = 1.0, 0.3
bias = np.linspace(0, 6000, 301)
for eta in (-0.3, 0.0, 0.3):
    level = 100.0 + eta * bias
    dl, dr = bias / 2 - level, -bias / 2 - level
    li, lo = gl * fc_rate(lines, dl), gl * fc_rate(lines, -dl)
    ri, ro = gr * fc_rate(lines, dr), gr * fc_rate(lines, -dr)
    cur = np.array([master_current(*q) for q in zip(li, lo, ri, ro)])
    assert np.all(np.diff(cur) > -1e-12)
    assert abs(cur[-1] - gl * gr / (gl + gr)) < 1e-6
    ratio = (li * ro - lo * ri) / (li + lo + ri + ro)
    assert np.max(abs(cur - ratio)) < 1e-12

# Worked example: equal couplings, level midway between Fermi levels.
to_nA = GAMMA * 1e-3 * const.e**2 / const.hbar * 1e9
i_sat = to_nA / 2
volts = np.array([100.0, 300.0, 600.0, 900.0, 1200.0, 2000.0])
table = []
for v in volts:
    row = []
    for f in (lambda d: fc_rate(lines, d)[0], lambda d: marcus_rate(d)[0]):
        up, down = f(v / 2), f(-v / 2)
        value = to_nA * master_current(up, down, down, up)
        assert abs(value - i_sat * (up - down)) < 1e-10
        row.append(value)
    table.append(row)
assert abs(table[2][1] / i_sat - 0.5) < 1e-4
assert abs(table[-1][0] / i_sat - 1) < 1e-3

print(f"temperature = {TEMPERATURE:.0f} K, kT = {KT:.3f} meV")
print(f"lambda = {LAM:.0f} meV, omega = {OMEGA:.0f} meV")
print(f"Huang-Rhys factor S = {LAM / OMEGA:.0f}")
print(f"Gamma_L = Gamma_R = {GAMMA} meV")
print(f"Gaussian width sqrt(2 lambda kT) = {np.sqrt(2*LAM*KT):.1f} meV")
print(f"full-Hamiltonian decay rate / Gamma = {decay:.4f}")
print(f"golden-rule decay rate / Gamma = {golden:.4f}")
print("filling rate / Gamma: D (meV), Franck-Condon, Marcus")
for d in (0.0, 150.0, 300.0, 450.0, 600.0, 900.0):
    print(f"  {d:5.0f}  {fc_rate(lines, d)[0]:.5f}"
          f"  {marcus_rate(d)[0]:.5f}")
print(f"activation exponent lambda/4kT = {LAM / (4 * KT):.3f}")
print(f"asymptotic k_in(0)/Gamma = {asym:.5f}")
print(f"Marcus k_in(0) / asymptote = {k0 / asym:.4f}")
print("omega (meV), max error/Gamma, enhancement at D=0, lower bound")
for om in sets:
    print(f"  {om:3.0f}  {error[om]:.5f}  {enhance[om]:.4f}"
          f"  {bound[om]:.4f}")
for om in (10.0, 50.0):
    damp = 1 / np.cosh(2 * np.pi**2 * KT / om)
    print(f"first recurrence factor, omega {om:.0f} meV = {damp:.1e}")
print(f"cold case kT = {cold_kT} meV, omega = 50 meV:")
print(f"  max Marcus error / Gamma = {cold_error:.3f}")
print(f"  Franck-Condon rate / Gamma at 1200 meV = {cold[-1]:.5f}")
print(f"slope of Franck-Condon rate peaks at D = {slope_peak:.0f} meV")
print(f"electrode comparison at D = {FAR:.0f} meV:")
print(f"  one level, rate / its maximum = {single[far]/single.max():.2e}")
print(f"  deep band, rate / Gamma = {deep[far]:.5f}")
print(f"  mean source energy from Fermi level = {source:.1f} meV")
print(f"  shallow band ({SHALLOW:.0f} meV), rate / Gamma"
      f" = {shallow[far]:.5f}")
print(f"shallow band maximum / Gamma = {shallow.max():.4f}"
      f" at D = {shallow_peak:.0f} meV")
print("bias (mV), current Franck-Condon (nA), Marcus (nA)")
for v, (q, c) in zip(volts, table):
    print(f"  {v:5.0f}  {q:.5f}  {c:.5f}")
print(f"saturation current = {i_sat:.5f} nA")
print("tests ok")
```

It prints:

```
temperature = 300 K, kT = 25.852 meV
lambda = 300 meV, omega = 10 meV
Huang-Rhys factor S = 30
Gamma_L = Gamma_R = 0.01 meV
Gaussian width sqrt(2 lambda kT) = 124.5 meV
full-Hamiltonian decay rate / Gamma = 0.7360
golden-rule decay rate / Gamma = 0.7358
filling rate / Gamma: D (meV), Franck-Condon, Marcus
      0  0.01234  0.01219
    150  0.13063  0.12954
    300  0.50084  0.50000
    450  0.86913  0.87046
    600  0.98713  0.98781
    900  0.99999  1.00000
activation exponent lambda/4kT = 2.901
asymptotic k_in(0)/Gamma = 0.01430
Marcus k_in(0) / asymptote = 0.8526
omega (meV), max error/Gamma, enhancement at D=0, lower bound
   10  0.00143  1.0119  1.0091
   20  0.00564  1.0479  1.0363
   50  0.03142  1.3181  1.2297
first recurrence factor, omega 10 meV = 1.4e-22
first recurrence factor, omega 50 meV = 7.4e-05
cold case kT = 2.0 meV, omega = 50 meV:
  max Marcus error / Gamma = 0.335
  Franck-Condon rate / Gamma at 1200 meV = 1.00000
slope of Franck-Condon rate peaks at D = 300 meV
electrode comparison at D = 900 meV:
  one level, rate / its maximum = 9.12e-06
  deep band, rate / Gamma = 1.00000
  mean source energy from Fermi level = -600.0 meV
  shallow band (200 meV), rate / Gamma = 0.00066
shallow band maximum / Gamma = 0.5633 at D = 398 meV
bias (mV), current Franck-Condon (nA), Marcus (nA)
    100  0.03179  0.03143
    300  0.15850  0.15718
    600  0.60955  0.60853
    900  1.05779  1.05941
   1200  1.20140  1.20223
   2000  1.21707  1.21707
saturation current = 1.21707 nA
tests ok
```
